# Interstitial oxygen in silicon is a bridge, not a double donor

**Definitions and the belief**

A donor is a defect that can release an electron into the conduction band and is left positively charged. A double donor can release two. An impurity is fourfold if it replaces a host atom and has its four neighbours, and interstitial if it is added without removing a host atom. Interstitial oxygen sits between two neighbouring silicon atoms, so that Si–Si becomes Si–O–Si.

The belief is this. Sulfur, selenium and tellurium are double donors in silicon; oxygen heads the same column and also has six valence electrons; so isolated oxygen should be a double donor too. The electron count is right. What fails is the unspoken assumption that oxygen uses its electrons on the same kind of site.

A one-electron model shows the difference. Each host atom \(i\) has four sp³ hybrids, one per bond. The host p energy is zero and the s energy is \(-4d\). The mean energy of a hybrid is then \((-4d+0)/4=-d\), and two hybrids of one atom are coupled by the same amount, \(-d\). With \(|S_i\rangle\) the sum of the four hybrids, the atomic part is \(-d|S_i\rangle\langle S_i|\). The two hybrids \(|a\rangle,|b\rangle\) facing each other in a bond are coupled by \(-V\), with \(V>2d>0\). Atomic units are used in the algebra and eV in the numbers.

**The host crystal**

In each bond define
\[
|e\rangle=\frac{|a\rangle+|b\rangle}{\sqrt2},\qquad |o\rangle=\frac{|a\rangle-|b\rangle}{\sqrt2}.
\]
The bond coupling alone gives them energies \(-V\) and \(+V\). Its Green function \(g\) has the values \(1/(E+V)\) and \(1/(E-V)\). Between sums of hybrids,
\[
\langle S_i|g|S_i\rangle=\frac{4E}{E^2-V^2},\qquad
\langle S_i|g|S_{i'}\rangle=\frac{-V}{E^2-V^2}
\]
for neighbours \(i,i'\). Thus \(M_{ii'}=\langle S_i|g|S_{i'}\rangle\) is the matrix \((4E-VA)/(E^2-V^2)\), where \(A\) has entry 1 for neighbours and 0 otherwise. Its eigenvalues on the diamond lattice are
\[
\alpha=\pm|1+e^{ik_1}+e^{ik_2}+e^{ik_3}|,\qquad -4\le\alpha\le4 .
\]

The full Green function obeys \(G=g-d\sum_i g|S_i\rangle\langle S_i|G\). Projecting on \(\langle S_i|\) and solving gives the factor
\[
(1+dM)^{-1}=\frac{E^2-V^2}{D(A)},\qquad D(\alpha)=E^2-V^2+4dE-dV\alpha .
\]
The state \(|e\rangle\) overlaps \(|S\rangle\) on its two atoms by \(1/\sqrt2\) each. The diagonal element of \(1/D(A)\) is the average \(\langle1/D\rangle\) over \(k\) and both signs. The neighbour element is \(\langle\alpha/D\rangle/4\), because the four neighbours are equivalent. Hence
\[
G_e=\frac{1}{E+V}\left[1-d(E-V)\left\langle\frac{1+\alpha/4}{D}\right\rangle\right],
\]
\[
G_o=\frac{1}{E-V}\left[1-d(E+V)\left\langle\frac{1-\alpha/4}{D}\right\rangle\right].
\]
Inversion about the bond centre forbids a mixed element.

Bands follow from \(D=0\), that is \(E=-2d\pm\sqrt{4d^2+V^2+dV\alpha}\). States with no \(|S_i\rangle\) component lie at \(\pm V\). Setting \(\alpha=-4\) gives the edges
\[
E_v=-V,\qquad E_c=V-4d .
\]
At \(d=0\) there is one state at \(-V\) per bond. The gap stays open as \(d\) grows to its actual value, so a large crystal with \(N\) bonds keeps \(N\) valence states. They hold its \(2N\) electrons.

**Putting oxygen into a bond**

Oxygen has one s level \(\varepsilon_s\) and three p levels \(\varepsilon_p\), all below \(E_v\). It couples to the two facing hybrids, with strengths \(t_s\) and \(t_p\) along each Si–O line. If the Si–O–Si angle is \(\theta\), each line is tilted by \(\beta=(180^\circ-\theta)/2\) from the Si–Si axis. The hybrids are kept unchanged.

The direct bond coupling, \(-V|e\rangle\langle e|+V|o\rangle\langle o|\), is removed. This adds \(+V\) to the even state and \(-V\) to the odd one. The s orbital couples to \(|e\rangle\) with \(-\sqrt2\,t_s\). Its amplitude is therefore \(-\sqrt2\,t_s\psi_e/(E-\varepsilon_s)\), and its action back on \(|e\rangle\) is \(2t_s^2/(E-\varepsilon_s)\). The p orbital along the axis couples to \(|o\rangle\) with \(\sqrt2\,t_p\cos\beta\). The p orbital in the bending plane couples to \(|e\rangle\) with \(\sqrt2\,t_p\sin\beta\). The third p orbital is uncoupled. The total shifts are
\[
c_e=V+\frac{2t_s^2}{E-\varepsilon_s}+\frac{2t_p^2\sin^2\beta}{E-\varepsilon_p},\qquad
c_o=-V+\frac{2t_p^2\cos^2\beta}{E-\varepsilon_p}.
\]
In either channel \((E-H)\psi=c|e\rangle\psi_e\), or the same with \(o\), gives \(\psi_e=cG_e\psi_e\). A gap level therefore requires \(cG=1\).

**Why no electron is left over**

Fix \(E\) just above \(E_v\) and count the levels below it. This is the number of positive squares in the quadratic form of \(E\) minus the Hamiltonian. Completing the square in the oxygen amplitudes splits off four positive squares, since all four oxygen levels lie below \(E\). What remains is the host with shifts \(c_e\) and \(c_o\). The number of positive squares does not depend on how the form is written, so oxygen contributes \(+4\).

Now turn on a shift \(\lambda|e\rangle\langle e|\) from zero to \(c_e(E)\). Levels move at the rate \(|\psi_e|^2\ge0\), and one crosses the fixed \(E\) when \(\lambda=1/G_e(E)\). As \(E\to-V\), \(D\to-dV(4+\alpha)\), so the average in \(G_e\) becomes \(-1/(4dV)\) and
\[
G_e\to\frac{1}{E+V}\left[1-\frac12\right]\to+\infty .
\]
The crossing value tends to zero. Since \(c_e>0\), one level moves up past \(E\): the bonding state of the broken Si–Si bond is lost from the valence states.

In the odd channel \(G_o\to-1/(2V)\), so a crossing would need \(\lambda=-2V\). But \(c_o>-V\), and none occurs. The states below the gap number
\[
N+4-1=N+3,
\]
with room for \(2N+6\) electrons. The crystal has \(2N\) electrons plus oxygen's six, which is the same number. The neutral ground state fills these states and leaves nothing in the gap to be released.

This result does not require strong Si–O coupling. Within the one-electron model, an open gap and oxygen levels below the valence edge are enough. As the coupling weakens, however, the count is met by moving both electrons of the broken bond onto oxygen, whose population tends to eight (it is about 7.1 for the worked values below). The charging energy omitted here opposes that transfer, so the weak-coupling end describes the model and not a real defect.

**When the gap is also empty of levels**

Electrical inactivity asks for more, because an empty gap level could still capture an electron. Each \(G\) falls with \(E\) in the gap. Where it keeps its sign, \(1/G\) rises, while \(c\) cannot rise. Hence \(1/G-c\) rises, and the conduction edge decides.

There \(D=-dV(4+\alpha)\) again, because \(E_c(E_c+4d)-V^2=-4dV\). With \(E_c-V=-4d\),
\[
G_e(E_c)=\frac{1-d/V}{2V-4d}>0 .
\]
For the odd channel write \(1-\alpha/4=2-(4+\alpha)/4\) and \(W=\langle1/(4+\alpha)\rangle\):
\[
G_o(E_c)=-\frac{1}{4d}\left[1+\frac{(2V-4d)(2W-1/4)}{V}\right].
\]
Thus \(G_e\) is positive and \(G_o\) negative throughout the gap. Just above \(E_v\), \(1/G-c\) is negative in both channels. It stays negative, and no level appears, if
\[
c_e(E_c)>\frac{V(2V-4d)}{V-d},\qquad c_o(E_c)>\frac{1}{G_o(E_c)} .
\]
Physically, if the cut bond alone leaves levels in the gap, oxygen must push them up into the conduction band as Si–O antibonding states.

**A worked case**

Take the round values \(V=4\), \(d=1\), \(\varepsilon_s=-22\), \(\varepsilon_p=-7\), \(t_s=5\), \(t_p=7\) eV. The gap runs from \(-4\) to \(0\) eV, much wider than silicon's. The choice is deliberate. A lone hybrid lies at \(-d\), which is below \(E_c\) when \(V>3d\), so the cut bond can present oxygen with gap levels to remove. Solving \(cG=1\) with \(c_e=V\) and \(c_o=-V\), using numerical \(k\) averages, puts both levels of an isolated cut bond at about \(-1.0\) eV.

A numerical \(k\) average gives \(W=0.448\). The thresholds are \(4\times4/3=5.33\) eV for \(c_e\) and \(-2.43\) eV for \(c_o\). For a straight bridge,
\[
c_e(0)=4+\frac{2\times25}{22}=6.27\ \text{eV},\qquad
c_o(0)=-4+\frac{2\times49}{7}=10.0\ \text{eV}.
\]
Both criteria hold. Diagonalizing a periodic cell of 250 host atoms and 500 bonds gives 503 states below the gap for 1006 electrons, and none inside it. Bending the bridge to 140° changes the shifts to 7.91 and 8.36 eV, and the gap remains clear.

The criteria can fail. With \(t_s=1\) eV, \(c_e(0)\) is only 4.09 eV, and a level appears in the cell at \(-0.92\) eV. With \(t_p=1\) eV and \(t_s\) restored to 5 eV, \(c_o(0)=-3.71\) eV, and a level appears at \(-0.76\) eV. In both cases 503 states still lie below the gap and the new level is empty. In this wide-gap host, weak bonding makes a possible electron trap, not a donor.

**The same oxygen on a fourfold site**

Now replace one host atom by oxygen, keeping its levels and the host's bond couplings. The count becomes \(2N-4+6=2N+2\) electrons. By tetrahedral symmetry the s and p changes act separately: the s level is lowered by \(22-4=18\) eV and the p levels by 7 eV.

Since \(|S\rangle\) has norm 2, the normalized s orbital has \(G_s=\langle(4E-V\alpha)/D\rangle/4\). At \(E_v\) the ratio in the average is \(1/d\), so \(G_s=0.25\) eV⁻¹. At \(E_c\), writing \(4E_c-V\alpha=4(E_c+V)-V(4+\alpha)\),
\[
G_s(E_c)=-\frac{4(E_c+V)W-V}{4dV}=-0.198\ \text{eV}^{-1}.
\]
Hence \(1+18G_s\) changes sign once in the gap, and one level comes down from the conduction band. For the p orbitals, the sum over the atom's four orbitals gives \(G_s+3G_p=2(G_e+G_o)\), so \(G_p(E_c)=-0.083\) eV⁻¹. Then \(1+7G_p\) is positive at \(E_c\), and larger below it, so no p level enters the gap.

No level crosses an energy just above \(E_v\), so \(N\) states remain below the gap and hold \(2N\) electrons. The other two occupy the s-like level, which the \(k\) averages place 0.47 eV below the conduction edge. This is a double donor.

| Site of the same oxygen | Electrons | Room below the gap | Left over |
|---|---:|---:|---:|
| Bridge | \(2N+6\) | \(2N+6\) | 0 |
| Fourfold | \(2N+2\) | \(2N\) | 2 |

The fourfold case keeps the oxygen levels but not the bridge couplings. Whether it has a gap level at all, and how deep, depends on that choice and on the wide host gap. For \(V=3\), \(d=1\) eV the formula gives \(G_s(E_c)=-0.049\) eV⁻¹, so \(1+18G_s\) stays positive. For a silicon-sized gap (\(V=4.08\), \(d=1.76\) eV) \(G_s(E_c)\) is positive. In both hosts no level enters the gap and the two spare electrons go into the conduction band; only the count in the table is general. If oxygen instead couples to all four neighbours with the bridge values \(t_s\) and \(t_p\), the s-like level rises into the conduction band. There are still \(N\) states below the gap and two electrons left over. Real oxygen at a vacant silicon site moves off centre and is a different defect.

**Inactive does not mean invisible**

Consider a free Si–O–Si unit with two bond springs \(k\), silicon mass \(M\) and oxygen mass \(m\). Let \(\mathbf n_1,\mathbf n_2\) be unit vectors from oxygen to the silicons. In the antisymmetric stretch the bonds lengthen by \(-q\) and \(q\). The force on the second silicon is \(-kq\mathbf n_2\), and that on oxygen is \(kq(\mathbf n_2-\mathbf n_1)\). Subtracting their accelerations along \(\mathbf n_2\) gives
\[
\ddot q=-kq\left[\frac1M+\frac{1-\cos\theta}{m}\right],\qquad
\omega^2=k\left[\frac1M+\frac{1-\cos\theta}{m}\right].
\]
If oxygen is negative and the silicons equally positive, their opposite motions change the dipole, so the mode absorbs infrared light.

For \(k=30\) eV/Å², \(\theta=160^\circ\), \(M=28\) u and \(m=16\) u, the quantum is 0.140 eV. With \(m=18\) u it is 0.134 eV. The shift identifies oxygen's motion without any free carrier.

**What the model settles**

The model omits charging energies, spin splitting and the long-range Coulomb attraction of an ionized donor. Its parameters are not fitted to silicon, so it explains why bridging oxygen has no electron to donate, but does not calculate where the empty levels of the real defect lie. It treats one isolated atom; oxygen clusters, including the thermal donors formed by annealing, need their own count. For the bridge, the six electrons have places below the gap. Membership of the chalcogen column does not create two spare ones.
